# Nonlinear core correction: unscreening, spin polarization and alkali atoms, part 2

A pseudopotential is unscreened by removing the valence electrons' own contribution to the potential of a spherical, unpolarized reference atom. The uncorrected model removes $V_{xc}[n_0]$ and adds back $V_{xc}[n_v]$. The corrected model, with the nonlinear core correction, removes $V_{xc}[n_c+n_0]$ and adds back $V_{xc}[n_c+n_v]$. Both reproduce the reference atom.

The setting is Kohn-Sham theory in atomic units, with a local density functional or its spin-dependent form. The core density $n_c$ is frozen and carries no spin. The valence density $n_v$, with spin parts $n_\uparrow$ and $n_\downarrow$, and its reference value $n_0$ are densities of pseudo-orbitals, which agree with the true valence orbitals outside a core radius. The core-valence coupling and its height above the tangent at $n_0$ are

$$
X[n_v]=E_{xc}[n_c+n_v]-E_{xc}[n_v]-E_{xc}[n_c],
$$

$$
D[n_v]=X[n_v]-X[n_0]-\int W\,(n_v-n_0)\,d^3r,\qquad
W=V_{xc}[n_c+n_0]-V_{xc}[n_0].
$$

For a small change $\delta n=n_v-n_0$, with $f_{xc}(n)=dV_{xc}/dn$, the second-order (kernel) formula is

$$
D\simeq\frac12\int K(\delta n)^2d^3r,\qquad
K=f_{xc}(n_c+n_0)-f_{xc}(n_0).
$$

For exchange,

$$
e(n)=-Cn^{4/3},\qquad C=\frac34\left(\frac3\pi\right)^{1/3},
$$

$$
e'(n)=-\tfrac43Cn^{1/3},\quad
e''(n)=-\tfrac49Cn^{-2/3},\quad
e'''(n)=\tfrac8{27}Cn^{-5/3},
$$

$$
E_x=\frac12\int\left[e(2n_\uparrow)+e(2n_\downarrow)\right]d^3r .
$$

Let $\Delta E_{\rm lin}$ and $\Delta E_{\rm core}$ be the energies of the uncorrected and corrected models relative to the reference atom, and $\Phi_c$ the self-consistent state of the corrected model, with density $n_v$. If each model's self-consistent state is the lowest with the given occupations, the variational bound is

$$
\Delta E_{\rm lin}\le\Delta E_{\rm lin}[\Phi_c]
=\Delta E_{\rm core}-D[n_v].
$$

A partial core $\tilde n_c$ may replace the full core in the exchange-correlation functional. It equals $n_c$ outside a radius $r_0$ and is a smooth function inside, matched in value and slope at $r_0$.

## Spin polarization, alkali atoms and computed errors

Here $n_c$ is the frozen, unpolarized core density, $n_v$ the pseudo-valence density and $n_0$ its value in the unpolarized reference atom. Unscreening with $n_0$ alone replaces the core-valence coupling $X[n_v]=E_{xc}[n_c+n_v]-E_{xc}[n_v]-E_{xc}[n_c]$ by its tangent at $n_0$. The resulting energy change differs from that of the corrected model by $-D$ at fixed density, where $D$ is the height of $X$ above its tangent. For local exchange, with $e(n)=-Cn^{4/3}$ per volume, $D$ cannot be negative.

Spin polarization is a special case because the tangent contains no information about it. Let $m=n_\uparrow-n_\downarrow$ be the valence magnetization. With an unpolarized core, $X$ is unchanged when all spins are reversed, so it is even in $m$. Its first derivative with respect to $m$ vanishes at $m=0$, and the tangent there is flat in the magnetization. At fixed valence density, the whole exchange-correlation contribution of the core to the spin energy is therefore missing, not merely a higher-order part of it.

The local size of the effect follows from exchange. For total density $n$ the arguments $2n_\uparrow$ and $2n_\downarrow$ are $n+m$ and $n-m$. The energy per volume gained by polarization is

$$
P(n,m)=\tfrac12\left[e(n+m)+e(n-m)\right]-e(n).
$$

In a Taylor expansion the odd powers of $m$ cancel, and for small $m$

$$
P(n,m)\simeq\tfrac12e''(n)m^2=-\tfrac29C\,n^{-2/3}m^2 .
$$

The correct density in this expression is $n_c+n_v$, but the uncorrected model uses $n_v$. It enlarges the magnitude of the local exchange gain by

$$
\left(\frac{n_c+n_v}{n_v}\right)^{2/3}.
$$

Where the core is three times as dense as the valence electrons, the factor is $4^{2/3}=2.52$. The direction of the error does not depend on $m$ being small. At fixed $m$,

$$
\frac{\partial P}{\partial n}
=\tfrac12\left[e'(n+m)+e'(n-m)\right]-e'(n)\ge0,
$$

because $e'$ is convex, as $e'''>0$ shows. Adding core density makes the negative $P$ smaller in magnitude.

In an open shell $m$ is not small. For a fully polarized valence density, $m=n_v$. In the limit $n_c\gg n_v$ the polarization energy of the total density tends to zero, since it is proportional to $n_c^{-2/3}n_v^2$. The total valence density has not changed, so the tangent term is zero as well. What remains in $D$ is the negative of the valence-only polarization energy:

$$
D_{\rm spin}=-\left[\tfrac12e(2n_v)-e(n_v)\right]
=\left(\tfrac12\,2^{4/3}-1\right)Cn_v^{4/3}
=\left(2^{1/3}-1\right)Cn_v^{4/3}
$$

per volume. The coefficient is 0.260.

A spin-dependent ionic potential made from a polarized atom would not be a general cure. It would add a term that changes sign when $m$ is reversed, whereas $X$ does not. The energy of an isolated atom would then depend on whether its moment pointed up or down. Such a potential could serve only an atom whose spin direction was known beforehand. The nonlinear core correction keeps the reversal symmetry.

For an isolated alkali atom the critical change is ionization. The single valence electron leaves, and the density change is $\delta n=-n_0$ everywhere. Transfer of the electron to a neighbour in a molecule or crystal is a different case, because the neighbour's density can extend into the region of the alkali core. Setting $n_v=0$ in the definition of $D$, and using $X[0]=0$, gives

$$
D[0]=-X[n_0]+\int Wn_0\,d^3r .
$$

An ion with no valence electrons has no valence orbitals that could relax. Within the frozen-core model, $-D[0]$ is thus the exact difference between the ionization energies of the uncorrected and corrected models when both start from the reference atom.

The dense-core limit again gives a simple value. The contribution of the total density is $e(n_c)-e(n_c+n_0)+n_0e'(n_c+n_0)$, which is close to $\tfrac12e''(n_c+n_0)n_0^2$ and tends to zero. The valence-only part gives

$$
D_{\rm all}=e(n_0)-n_0e'(n_0)
=\left(-1+\tfrac43\right)Cn_0^{4/3}
=\tfrac13Cn_0^{4/3}
$$

per volume. If half of the density is removed, as a simple model of losing one of two equal electrons, the result is

$$
D_{\rm half}=-e(n_0/2)+e(n_0)-\tfrac12n_0e'(n_0)
=\left(2^{-4/3}-1+\tfrac23\right)Cn_0^{4/3}.
$$

The coefficient is 0.0635. Removing everything costs $0.3333/0.0635=5.2$ times as much as removing half, while a purely quadratic error would give a factor of 4.

For exchange the factor is at least 4 at any core density. At one point in space let $X''(s)=e''(n_c+s)-e''(s)$ be the curvature at valence density $s$. Taylor's theorem gives

$$
D_{\rm all}=\int_0^{n_0}sX''(s)\,ds,\qquad
D_{\rm half}=\int_{n_0/2}^{n_0}\left(s-\tfrac12n_0\right)X''(s)\,ds .
$$

Substitute $s=(n_0+t)/2$ in the second integral, so that $s-n_0/2=t/2$ and $ds=dt/2$:

$$
D_{\rm half}=\frac14\int_0^{n_0}t\,X''\!\left(\frac{n_0+t}{2}\right)dt .
$$

The derivative of the curvature is $e'''(n_c+s)-e'''(s)$, which is not positive because $e'''$ falls with density. Since $(n_0+t)/2\ge t$ in the range of integration, $X''((n_0+t)/2)\le X''(t)$, and therefore $D_{\rm half}\le D_{\rm all}/4$. The tangent becomes worse at an increasing rate as the shell is emptied.

Five atoms show how these effects compare: Na, K, Mg, P and Mn. The calculations are nonrelativistic and spherical, with fixed occupations, and use the local spin-density functional with Slater exchange and Perdew-Wang correlation. The radial equations were solved self-consistently on a Gauss-Lobatto-Legendre grid. The valence shells are 3s for Na and Mg, 4s for K, 3s and 3p for P, and 3d and 4s for Mn, whose 3s and 3p electrons are in the core.

Each pseudo-orbital has the form $r^{l+1}$ times the exponential of an even polynomial inside a core radius, set near 0.75 of the radius of the outermost maximum of the true radial function. The polynomial is fixed by matching the orbital through its third derivative and by conserving its norm. The pseudopotential results below hold for this core radius. Varying the fraction between 0.65 and 0.88 moves the ionization energies by up to 0.007 eV. It moves the spin-polarization energies by less than 0.001 eV in Na and K, by up to 0.015 eV in P, and in Mn by 0.05 eV without the core and 0.012 eV with it. For the partial core, $r_0$ is the outermost grid radius at which the core is more than three times as dense as the valence electrons.

The ionization energies compare unpolarized states of atom and ion, which isolates the effect of charge from that of spin. The electron is taken from the s shell, or from 3p in P. They are not the ionization energies of the true polarized ground states. In eV they are:

| Atom | all-electron | no core | full core |
|---|---:|---:|---:|
| Na | 5.164 | 5.012 | 5.177 |
| K | 4.385 | 4.217 | 4.405 |
| Mg | 8.056 | 8.027 | 8.056 |
| P | 9.827 | 9.822 | 9.823 |
| Mn | 8.534 | 8.530 | 8.539 |

The all-electron column is the reference for the error of the pseudopotential. It contains the errors of the functional itself and leaves out relativity and multiplet structure, so it does not stand for experiment.

For Na the uncorrected error is $5.012-5.164=-0.152$ eV, and the full core reduces it to $5.177-5.164=0.013$ eV. For K the two errors are $-0.168$ and $0.020$ eV. The small errors that remain contain the frozen core and the replacement of true by pseudo-orbitals, which this comparison does not separate. The formula for $-D[0]$, evaluated by quadrature from the reference densities, gives $-0.165$ eV for Na and $-0.189$ eV for K. These are the differences between the uncorrected and corrected models.

Relative to the all-electron ionization energy, the difference between the two models is 3.2% for Na and 4.3% for K. It is 0.36% for Mg, 0.10% for Mn and 0.01% for P, where it reaches 0.03% with a smaller core radius. In this set the alkali atoms need the correction most for ionization.

The contrast between Na and Mg does not come from the extent of the overlap alone. Let the overlap radius be the outermost grid radius at which the core is denser than the valence electrons. The two densities cross within one grid step outside it, which can be as much as 0.07 Å further out. The region inside the overlap radius holds about 11% of the valence charge in Na (12% up to the exact crossing) and about 10% in Mg, which is nearly the same. The model difference is nevertheless $0.165/0.029\simeq5.7$ times larger in Na. Scaling the Na valence density to zero gives a remainder 6.7 times that of scaling it to one half. Complete removal is therefore an important cause, but the similar size of the two factors is partly accidental. Mg has more valence density to lose, which raises its error, and its remaining 3s electron contracts towards the core, which lowers it.

K has a larger overlap, with about 16% of its valence charge inside an overlap radius of 1.62 Å, against 1.14 Å in Na. The exact crossings lie at 1.69 Å, with 17% inside, and at 1.19 Å. This goes with its larger error.

For P and Mn the correction hardly matters in ionization. In Mn both models lie within 0.01 eV of the all-electron value, and which of them is closer depends on the core radius. In both atoms most of the valence electrons stay behind, four of five in P and six of seven in Mn. They may keep the curvature of the coupling small where the electron is removed, and their contraction may partly refill that region. These explanations are conjectures, since the contributions were not separated.

The second-order formula describes small changes well. When the Na valence density is scaled up and down by 10% and the two remainders are averaged, which cancels the cubic term, $D$ is 0.784 meV. The kernel formula gives 0.782 meV. This is less than 1% of the 165 meV for complete removal, so in Na the missing core costs little energy near the reference state.

The spin-polarization energy is the energy of the atom with its open shell fully polarized minus that of the unpolarized atom. The open shell is the s shell in Na and K, 3p in P and 3d in Mn. In eV:

| Atom | all-electron | no core | partial core | full core |
|---|---:|---:|---:|---:|
| Na | −0.203 | −0.241 | −0.203 | −0.202 |
| K | −0.145 | −0.182 | −0.145 | −0.144 |
| P | −1.601 | −1.728 | −1.613 | −1.611 |
| Mn | −5.286 | −12.354 | −5.369 | −5.268 |

Without the core every atom gains too much energy from polarization, as the exchange argument predicts. The error in P is $-1.728+1.601=-0.127$ eV, or 8% of the all-electron polarization energy. With the full core it is $-0.010$ eV. In Na and K the uncorrected errors are $-0.038$ and $-0.037$ eV. They are small in absolute terms but amount to 19% and 26% of the polarization energy.

Mn is the extreme case. Its uncorrected error is $-12.354+5.286=-7.068$ eV, which is larger than the polarization energy itself. The full core leaves an error of 0.018 eV, or between 0.006 and 0.018 eV over the range of core radii given above. About half of the valence charge, 51%, lies inside the overlap radius of 0.72 Å (52% inside the exact crossing at 0.76 Å), and five of the seven valence electrons become polarized. A large magnetization thus sits in the region where the missing core density matters.

Most of the Mn error is present before the orbitals respond to the missing core. At the density of the corrected polarized atom, $-D$ is $-6.94$ eV, while the self-consistent difference between the two models is $-7.09$ eV. Relaxation adds about $-0.14$ eV, in the direction required by the variational bound.

With this choice of $r_0$ the partial core recovers nearly all of the correction. In Mn it differs from the full core by $-5.369+5.268=-0.101$ eV, which is 1.4% of the 7.09 eV at stake. This is still larger than the error of the full core, so a study of small magnetic energy differences may need a smaller $r_0$. In Mn the result depends strongly on $r_0$. The difference is about $-0.12$ eV when $r_0$ is placed exactly where the core is three times as dense as the valence electrons. It is $-0.03$ eV for a ratio of five, $-0.8$ eV for a ratio of two and $-2.9$ eV for equal densities. For Na, K and P the partial and full cores agree to about 0.002 eV.

The two kinds of need are distinct. In P the spin error, measured as the difference between the uncorrected and full-core models, is 85 times the ionization error, a ratio that ranges from about 40 to 100 with the core radius because the ionization error is only 1 to 3 meV. In Mn it is more than 800 times. In Na and K the order is reversed, with ratios of 0.24 and 0.21. The dense-core exchange limits would give $0.260/0.333=0.78$. Correlation is a likely reason for the lower ratio, because it opposes polarization and so offsets part of the exchange error, but the calculation does not separate it from the effect of a finite core density.

These results support a comparative rule, not a theorem about all elements. Polarized open shells need the correction most when their magnetization overlaps the core. Alkali atoms need it most when their valence charge is removed. The error is of second order, so it becomes small when both valence spin densities stay close enough to their reference values, even if the core and valence densities overlap.

The correction also has a limit that follows from its assumptions. It repairs the exchange-correlation coupling to a core that is frozen and unpolarized. If the core density itself changes, or if the core acquires a spin density, that response is absent from $X$. The response can be small. The core of polarized Mn acquires some spin density, yet the frozen unpolarized core misses the polarization energy by no more than 0.02 eV. Where the response matters at the accuracy sought, the usual remedy is to treat the outer core shell as valence, at a higher cost.
